# Boltzmann Conductivity of a One-Dimensional Metal with Elastic Backscattering

## Problem

A long, thin conductor has one spin-degenerate band with $\varepsilon(-k)=\varepsilon(k)$. At each energy near the Fermi level there is, for each spin, one state moving right and one moving left. Static defects scatter an electron from $k$ to $-k$ with probability $W$ per unit time, and spin is conserved. The electron charge is $-e$, with $e>0$, and a weak uniform field $E$ points along the wire.

(a) Show from the Boltzmann equation that at low temperature

$$\sigma=\frac{2e^2}{h}\,\frac{v_F}{W},$$

where $v_F>0$ is the Fermi speed.

(b) The carrier density $n$ does not appear. Explain where it went, and say when $\sigma$ really is independent of $n$.

(c) Find the resistance of a wire of finite length $L$ between ideal contacts, treating successive scattering events as incoherent.

(d) Apply the results to a metallic carbon nanotube used as a 5 µm line at 300 K. Take $v_F=8.0\times10^5$ m/s, $W=1.6\times10^{12}$ s$^{-1}$ and diameter 1.5 nm. The tube has two equal bands, treated as independent. Judge what the model leaves out.

In one dimension the current density is simply the current, in amperes. Hence $\sigma=j/E$ is a conductance times a length, with unit S m.

## Hints

1. Write the scattering into and out of $k$ with their Pauli factors. The products of two occupations cancel.
2. The field term is odd in $k$. What does this say about $\delta f(-k)$?
3. When changing from $k$ to energy, count both branches.
4. For (b), write $\sigma$ as $e^2$ times a diffusion constant times a density of states.
5. For (c), follow the right-moving and left-moving particle fluxes. Their difference is constant along the wire.

## Solution

### (a) The conductivity

**Collision term.** Electrons leave $k$ at the rate $Wf(k)[1-f(-k)]$ and arrive at the rate $Wf(-k)[1-f(k)]$. Arrivals minus departures give

$$\left(\frac{\partial f}{\partial t}\right)_{\rm coll}=-W\,[f(k)-f(-k)],$$

because the two terms $Wf(k)f(-k)$ cancel.

**Field term.** The force is $-eE$, so $\hbar\,dk/dt=-eE$. In a uniform steady state the Boltzmann equation is

$$-\frac{eE}{\hbar}\frac{\partial f}{\partial k}=-W\,[f(k)-f(-k)].$$

**Linear response.** Put $f=f_0+\delta f$, where $f_0$ is the Fermi function and $\delta f$ is proportional to $E$. Since $f_0$ depends on energy alone, $f_0(k)=f_0(-k)$ and it drops out of the right side. On the left, $f$ may be replaced by $f_0$, because the factor $E$ is already present.

Reflecting the wire is equivalent to reversing the field. The part of $\delta f$ linear in $E$ must therefore be odd, $\delta f(-k)=-\delta f(k)$, and

$$-\frac{eE}{\hbar}\frac{\partial f_0}{\partial k}=-2W\,\delta f
\quad\Longrightarrow\quad
\delta f=\frac{eE}{2\hbar W}\frac{\partial f_0}{\partial k}.$$

The current thus relaxes at the rate $2W$, not $W$: each event removes an electron from one direction and adds it to the other. If a rate $1/\tau$ is quoted for the decay of the current, then $1/\tau=2W$, and the same conductivity reads $\sigma=(4e^2/h)v_F\tau$.

**Current.** With velocity $v=\hbar^{-1}\partial\varepsilon/\partial k$ and a factor 2 for spin,

$$j=-2e\int\frac{dk}{2\pi}\,v\,\delta f
=-\frac{e^2E}{2\pi\hbar}\int dk\,\frac{v}{W}\frac{\partial f_0}{\partial k}.$$

The chain rule gives $\partial f_0/\partial k=\hbar v\,\partial f_0/\partial\varepsilon$, so

$$j=\frac{e^2E}{2\pi}\int dk\,\frac{v^2}{W}\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

On each branch $dk$ covers an energy range $d\varepsilon=\hbar|v|\,dk$. The two branches contribute equally, since $v^2$ is even:

$$\sigma=\frac{j}{E}=\frac{e^2}{\pi\hbar}\int d\varepsilon\,\frac{|v|}{W}\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

At low temperature $-\partial f_0/\partial\varepsilon$ is a narrow peak of unit area at the Fermi energy. "Low" means that $|v|/W$ hardly changes over a few $k_BT$. With $1/(\pi\hbar)=2/h$,

$$\boxed{\sigma=\frac{2e^2}{h}\frac{v_F}{W}=\frac{2e^2}{h}\,l,\qquad l=\frac{v_F}{W}.}$$

The length $l$ is the mean distance travelled between reversals. As $W\to0$ the conductivity diverges; part (c) shows that the conductance of a finite wire does not.

### (b) Where the density went

A diffusing electron keeps its speed and reverses direction at the rate $W$. Its mean velocity decays as $v_Fe^{-2Wt}$, so the diffusion constant is

$$D=\int_0^\infty v_F^2e^{-2Wt}\,dt=\frac{v_F^2}{2W}.$$

A simulation of 60,000 random flights, each lasting $100/W$, gave $DW/v_F^2=0.499$, against $1/2$ expected in the limit of long flights.

Two spins and two branches, each with $1/(2\pi\hbar v_F)$ states per unit energy and length, give $dn/d\mu=2/(\pi\hbar v_F)$. The Einstein relation then yields

$$\sigma=e^2D\frac{dn}{d\mu}=e^2\,\frac{v_F^2}{2W}\,\frac{2}{\pi\hbar v_F}=\frac{2e^2}{h}\frac{v_F}{W}.$$

One power of $v_F$ is cancelled by the density of states, and no separate factor of $n$ remains.

This agrees with the Drude form for a parabolic band of mass $m$. There $n=2k_F/\pi$ and $\hbar k_F=mv_F$, so $n/m=2v_F/(\pi\hbar)$. With $\tau=1/(2W)$,

$$\frac{ne^2\tau}{m}=\frac{2v_F}{\pi\hbar}\,\frac{e^2}{2W}=\frac{2e^2}{h}\frac{v_F}{W}.$$

The Drude formula shows $n$ explicitly; here the same information is carried by $v_F$.

The absence of $n$ from the formula therefore means only that $n$ acts through $v_F$ and $W$. The conductivity is independent of $n$ if $v_F/W$ is. A linear band with constant $W$ meets this condition. It also makes $\sigma$ independent of temperature at fixed $W$, because $|v|/W$ can be taken out of the energy integral. Both statements need the linear branches to extend many $k_BT$ above and below the Fermi level, as the crossing branches of a metallic nanotube do. For a band $\hbar v_F|k|$ that ends at zero energy, the remaining integral equals the occupation $f_0(0)$ at the band bottom, which is 0.98 for a Fermi level of 0.10 eV at 300 K. Variation 1 treats a band for which $\sigma$ does change with $n$.

### (c) A wire of finite length

Let $j_+(x)$ and $j_-(x)$ be the particle fluxes to the right and to the left. The densities of the two groups are $j_\pm/v_F$, so reversals move particles from the first group to the second at the net rate $W(j_+-j_-)/v_F=(j_+-j_-)/l$ per unit length. In the steady state

$$\frac{dj_+}{dx}=-\frac{j_+-j_-}{l},\qquad
-\frac{dj_-}{dx}=+\frac{j_+-j_-}{l}.$$

The minus sign on the left of the second equation appears because left-movers travel towards smaller $x$. Both fluxes have the same slope, so $J=j_+-j_-$ is constant.

Send in unit flux at $x=0$ and none at $x=L$: $j_+(0)=1$ and $j_-(L)=0$. Then $j_+(L)=J$, which is the transmission $\mathcal T$. Integrating the first equation gives

$$\mathcal T=1-\frac{L}{l}\mathcal T
\quad\Longrightarrow\quad
\mathcal T=\frac{1}{1+L/l}.$$

A small voltage $V$ opens an energy window $eV$. For each spin the injected current is $e\,v_F\,(eV)/(2\pi\hbar v_F)=e^2V/h$, and a fraction $\mathcal T$ of it crosses the wire. With two spins,

$$R=\frac{h}{2e^2}\frac1{\mathcal T}=\frac{h}{2e^2}\left(1+\frac{L}{l}\right).$$

The part proportional to length has slope $h/(2e^2l)=1/\sigma$, in agreement with (a). The constant part is the contact resistance, which remains when $W=0$.

### (d) The nanotube line

**Conductivity.** The backscattering length is

$$l=\frac{8.0\times10^5\ \text{m/s}}{1.6\times10^{12}\ \text{s}^{-1}}=500\ \text{nm}.$$

With $2e^2/h=77.48$ µS, one band has

$$\sigma=77.48\ \text{µS}\times0.500\ \text{µm}=38.74\ \text{µS µm}=3.874\times10^{-11}\ \text{S m}.$$

Two bands in parallel give 77.48 µS µm, or 12.91 kΩ/µm.

**The line.** The contact resistance for two bands is $h/(4e^2)=6.45$ kΩ, and $L/l=10$. Hence

$$R=6.45\ \text{kΩ}\times(1+10)=71.0\ \text{kΩ}.$$

At 100 V/cm, which is $10^4$ V/m, the tube conductivity without contacts gives a current of $77.48\times10^{-12}\times10^4$ A, or 0.775 µA.

**Density.** Let the Fermi level lie 0.10 eV above the band crossing. The excess density per band, relative to the neutral tube, is $2k/\pi$ with $k=\varepsilon_F/(\hbar v_F)$, which gives 0.121 nm$^{-1}$. Raising the level to 0.20 eV doubles this to 0.242 nm$^{-1}$. A numerical solution of the linearized Boltzmann equation at 300 K gives 38.74 µS µm per band in both cases, with $W$ held fixed.

**Comparison with a real interconnect.** The speed, diameter and backscattering length are rough typical values for a metallic tube. Spreading the current over the full circular cross-section gives an equivalent resistivity

$$\rho=\frac{\pi(1.5\ \text{nm})^2}{4}\times12.91\ \text{kΩ/µm}=2.28\ \text{µΩ cm}.$$

Bulk copper at room temperature has roughly 2 µΩ cm; very narrow copper lines have more, because surfaces and grain boundaries also scatter electrons. The comparison leaves out the contacts and the empty space between tubes in a bundle, both of which count against the tube. Even ideal contacts supply 9.1% of the 71.0 kΩ, and imperfect ones add more. Real tubes also break the assumptions of elastic and incoherent scattering; the rough estimates below suggest that optical phonons raise the resistivity by about 5 to 20%, while the effect of interference depends on the coherence length and on how electrons exchange energy.

**Acoustic phonons.** At 300 K, $W$ must include them as well as defects. Reversing an electron at $k$ takes a phonon of wave number $2k$ and energy $2\varepsilon_Fv_s/v_F$. A rough sound velocity $v_s=2.0\times10^4$ m/s gives 5.0 meV, well below $k_BT=25.9$ meV, so treating these events as elastic is reasonable.

**Optical phonons.** Take a rough phonon energy $\hbar\Omega=0.18$ eV and a rough backscattering length $l_{\rm op}=20$ nm for emission into empty states. This is a short value, of the size fitted to high-bias data where the phonons are hot; golden-rule estimates from the electron-phonon coupling give roughly 40 to 130 nm at this diameter. Let $N$ be the thermal phonon number and $f_\pm=f_0(\varepsilon_F\pm\hbar\Omega)$. Write the disturbance as $\delta f=f_0(1-f_0)\varphi$, where $\varphi$ has opposite sign for opposite directions. For a rough estimate, assume that it has equal size at the three energies. By detailed balance, a process of rate $S$ into a state of occupation $f_0'$ contributes $Sf_0(1-f_0')(\varphi-\varphi')$ to the net loss. Since $\varphi'=-\varphi$, dividing by $\delta f$ gives a decay rate $2S(1-f_0')/(1-f_0)$, to be compared with $2W$. Adding absorption and emission at the Fermi energy, where $f_0=1/2$, the ratio is

$$\frac{l}{l_{\rm op}}\,\frac{N(1-f_+)+(N+1)(1-f_-)}{1/2}=9.5\%.$$

The short emission length is offset by the scarcity of thermal phonons and of empty states far below the Fermi level. This ratio is neither the true decay rate at the Fermi energy nor the change in $\sigma$, for two reasons that work against each other. For the same $\varphi$ it is larger at energies above and below. On the other hand, $\varphi$ is not equal at the three energies: an electron that reverses by absorbing a phonon soon emits one and reverses back. Solving the linearized equation with $\varphi$ free at every energy gives $\varphi(\varepsilon_F\pm\hbar\Omega)\approx-0.7\,\varphi(\varepsilon_F)$, an extra decay rate at the Fermi energy of only about 1%, and a rise of resistivity of about 12%. Adding forward optical scattering as strong as the backward part raises this to about 20%, and taking $l_{\rm op}=100$ nm lowers it to about 5%.

**Remaining conditions.** An electron gains 5.0 meV from the field over one length $l$, less than $k_BT$. Elastic reversals cannot pass this energy on to the lattice. At this field the drop along the whole 5 µm line is 50 meV, about twice $k_BT$, so some heating of the electrons is possible. For a linear band with constant $W$, heating alone does not change $\sigma$, as the temperature independence found in (b) suggests. It matters if $W$ depends on energy or if hot electrons emit optical phonons. The level broadening $\hbar W=1.05$ meV is small compared with the Fermi energy of 0.10 eV. The next subband has transverse wave number $2/d$, where $d$ is the diameter, so it begins at $2\hbar v_F/d=0.70$ eV. The occupation there is $7.7\times10^{-11}$, which is negligible. Interference is treated in Variation 2. Interactions between electrons, which can be important in one dimension, and scattering between the two bands are not estimated here. The values used here are collected in the numerical output.

## Variation 1: a parabolic band with weak point defects

*How does $\sigma$ depend on density if there are $n_i$ defects per unit length, each with potential $U\delta(x-x_j)$?*

In a wire of length $L$, one defect has a matrix element of magnitude $U/L$ between $k$ and $-k$. The final states, with spin conserved and one direction allowed, have density $L/(2\pi\hbar v_F)$ in energy. Adding the rates of $n_iL$ randomly placed defects in Fermi's golden rule gives

$$W=\frac{2\pi}{\hbar}\,(n_iL)\,\frac{U^2}{L^2}\,\frac{L}{2\pi\hbar v_F}=\frac{n_iU^2}{\hbar^2v_F}.$$

Therefore

$$\sigma=\frac{2e^2}{h}\,\frac{\hbar^2v_F^2}{n_iU^2},\qquad v_F=\frac{\pi\hbar n}{2m},$$

and $\sigma\propto n^2$ at fixed defect density and strength. One power comes from $v_F$ and the other from $1/W$. For a linear band the same golden-rule expression gives a constant $W$, because $v_F$ is constant, provided the matrix element between $k$ and $-k$ does not depend on energy. In a metallic nanotube this element also depends on the shape of the defect, and it nearly vanishes for a potential that is smooth on the atomic scale.

In this approximation the reflection probability of one defect is $W/(n_iv_F)=U^2/(\hbar v_F)^2$, and the golden rule requires it to be small. The derivation therefore breaks down at low density, where $v_F$ is small.

An exact calculation of reflection from one weak defect on a lattice gave a conductivity ratio of 3.99 when $k_Fa$ was doubled from 0.05 to 0.10, where $a$ is the lattice spacing. The lattice velocity is proportional to $\sin k_Fa$, so the expected ratio is $4\cos^2(0.05)=3.99$, just below the parabolic value 4.

## Variation 2: interference between scatterers

*By how much does the resistivity rise if electrons stay phase-coherent over a length $L_\varphi$?*

Let two scatterers have transmissions $T_1,T_2$ and reflections $R_i=1-T_i$. Summing the amplitudes of all repeated reflections between them gives

$$\frac1T=\frac{1+R_1R_2-2\sqrt{R_1R_2}\cos\theta}{T_1T_2},$$

where $\theta$ is the round-trip phase. If the positions vary randomly over distances much longer than the Fermi wavelength, the cosine averages to zero. Define $r=R/T=1/T-1$, the resistance without contacts in units of $h/2e^2$. Then

$$\langle1+2r\rangle=\frac{2(1+R_1R_2)}{T_1T_2}-1
=\frac{(1+R_1)(1+R_2)}{T_1T_2}=(1+2r_1)(1+2r_2).$$

The middle step uses $T_1T_2=(1-R_1)(1-R_2)$, and the last uses $1+2r_i=(1+R_i)/T_i$. The factors multiply, whereas incoherent resistances add. Many weak scatterers with total incoherent value $L_\varphi/l$ give

$$\langle r\rangle=\frac{e^{2L_\varphi/l}-1}{2}.$$

For 100 scatterers with $r_i=0.005$, the incoherent sum is 0.50 and this formula gives 0.859, while the exact product for this chain gives $(1.01^{100}-1)/2=0.852$. An average over 40,000 simulated chains with random phases gave 0.857, with a statistical error of about 0.006.

If a long wire consists of such segments joined incoherently, and electrons keep their energy at the joints, its resistivity exceeds the Boltzmann value by the factor

$$\frac{e^{2L_\varphi/l}-1}{2L_\varphi/l}\approx1+\frac{L_\varphi}{l}\qquad(L_\varphi\ll l).$$

For the nanotube, with $l=500$ nm, this factor gives a rise of 5.2% for an assumed $L_\varphi=25$ nm and 23.0% for $L_\varphi=100$ nm. The first figure is only a rough guide, because 25 nm is shorter than the Fermi wavelength of 33 nm.

At 300 K the rise can be much smaller. If electrons also exchange energy at the joints, the transmission of each segment must be averaged over the thermal energy window, and this average replaces that of $1/T$. For two scatterers the phase average of $T$ is $T_1T_2/(1-R_1R_2)$, which is exactly the incoherent value. The Boltzmann conductivity is therefore reliable when $L_\varphi\ll l$; how far it can be trusted beyond that depends on the exchange of energy. In a fully coherent wire longer than $l$, the mean resistance grows exponentially with length, which is a sign of localization, and no length-independent conductivity exists.

## Computed values

```
MODEL CHECKS
random-flight D W/vF^2 (theory 1/2): 0.499
sigma ratio, density doubled, parabolic band: 3.99
coherent chain, length/l: 0.50
  mean reflection/transmission, simulated: 0.857
  mean reflection/transmission, formula: 0.859
INPUTS (rough nanotube values)
Fermi velocity vF: 8.00e+05 m/s
backscattering rate W: 1.60e+12 1/s
temperature: 300 K
tube diameter: 1.5 nm
Fermi level above crossing: 0.10 eV
number of bands: 2
line length: 5.0 um
field: 100 V/cm
RESULTS
conductance quantum 2e^2/h: 77.48 uS
backscattering length l: 500 nm
current relaxation time 1/(2W): 0.3125 ps
sigma, one band: 38.74 uS um
sigma, one band: 3.874e-11 S m
sigma, tube: 77.48 uS um
tube resistance per length: 12.91 kohm/um
equivalent bulk resistivity: 2.28 uohm cm
contact resistance: 6.45 kohm
line resistance with contacts: 71.0 kohm
current at the field, no contacts: 0.775 uA
Fermi level 0.10 eV:
  excess density per band: 0.121 1/nm
  solved sigma per band: 38.74 uS um
Fermi level 0.20 eV:
  excess density per band: 0.242 1/nm
  solved sigma per band: 38.74 uS um
NEGLECTED EFFECTS (estimates)
contact share of line resistance: 9.1 %
interference, coherence length 25 nm:
  rise of resistivity: 5.2 %
interference, coherence length 100 nm:
  rise of resistivity: 23.0 %
optical phonon energy (rough): 0.18 eV
optical emission length (rough): 20 nm
optical share relative to W: 9.5 %
sound velocity (rough): 2.0e+04 m/s
acoustic phonon energy: 5.0 meV
thermal energy kT: 25.9 meV
energy gained from field over l: 5.0 meV
level broadening hbar W: 1.05 meV
next subband edge: 0.70 eV
occupation at that edge: 7.7e-11
```
